# One Interdiffusion Coefficient in the Mole, Mass and Volume Frames, part 2

In a binary mixture of A and B, a single diffusivity $D$ serves in three frames if each flux is paired with its proper gradient:

$$J_A^x=-cD\nabla x_A,\qquad M_AJ_A^w=-\rho D\nabla w_A,\qquad J_A^V=-D\nabla c_A. \tag{15}$$

Species $i$ has molar concentration $c_i$, molar mass $M_i$, partial molar volume $V_i$ and mean velocity $v_i$. The total concentration is $c$, the density $\rho$, and the molar volume $V_m=1/c$; primes on $V_m$ denote $d/dx_A$. The mole, mass and volume fractions are $x_i$, $w_i$ and $\varphi_i=c_iV_i$. Used as weights $a_i$, they define the frames $x$, $w$ and $V$, with velocity $v^a=a_Av_A+a_Bv_B$ and molar fluxes $J_i^a=c_i(v_i-v^a)$.

The first derivation defines $D$ through the relative velocity $u=v_A-v_B$:

$$u=-D\,\frac{\nabla x_A}{x_Ax_B}. \tag{4}$$

For the volume form it uses, at uniform temperature and pressure,

$$\frac{dc_A}{dx_A}=\frac{V_m-x_A(V_A-V_B)}{V_m^2}
=\frac{x_BV_B+x_AV_B}{V_m^2}=c^2V_B. \tag{9}$$

The second derivation starts from the fluxes $J_i=c_i(v_i-v_L)$ across the planes of a crystal lattice moving at $v_L$. If vacancies and pores take up negligible volume, $c_AV_A+c_BV_B=1$, and at uniform temperature and pressure

$$V_A\nabla c_A+V_B\nabla c_B=0. \tag{16}$$

With $N=c_BJ_A-c_AJ_B$ and $W=c_B\nabla c_A-c_A\nabla c_B$, this gives

$$\nabla c_A=-c_AV_B\nabla c_B+c_BV_B\nabla c_A=V_BW. \tag{17}$$

All three laws in (15) follow if $N=-DW$. That relation and the value of $D$ are still to be found.

The example is body-centred cubic Ti (A) and W (B) at 1600 K, with $V_m=10.9\,x_A+9.7\,x_B-0.5\,x_Ax_B$ cm³/mol. At the point considered, $x_A=0.8$, $dx_A/dz=-10$ cm⁻¹, $V_A=10.88$ and $V_B=9.38$ cm³/mol, $\varphi_B=0.1773$, $w_B=0.4898$ and $dc_A/dz=-0.838$ mol/cm⁴. The value $u=1.068$ nm/s already uses the $D$ calculated below. The numerical output also lists apparent diffusivities, obtained when $\nabla c_A$ is used in every frame or $\nabla\varphi_A$ in the volume frame.

### The value of the diffusivity

The lattice fluxes supply the remaining relation. At uniform temperature and pressure, with vacancies near equilibrium, each intrinsic flux is taken as

$$J_A=-D_A\nabla c_A,\qquad J_B=-D_B\nabla c_B ,$$

with two intrinsic diffusivities that may depend on composition. By (17) and (16), $\nabla c_A=V_BW$ and $\nabla c_B=-V_AW$. Therefore

$$N=-c_BD_A\,V_BW-c_AD_B\,V_AW=-(\varphi_BD_A+\varphi_AD_B)\,W,$$

$$D=\varphi_BD_A+\varphi_AD_B. \tag{18}$$

In nearly pure A, $D$ tends to $D_B$, the diffusivity of the solute. In the example, $D_A=5\times10^{-9}$ and $D_B=1\times10^{-9}$ cm²/s, and (18) gives $(0.1773\times5+0.8227\times1)\times10^{-9}=1.709\times10^{-9}$ cm²/s, or $1.709\times10^{-13}$ m²/s.

The lattice frame itself does not join the other three. Its weights are not composition fractions fixed in advance, and its two fluxes keep two separate coefficients. What is lost on passing to $D$ is the motion of the lattice.

### Lattice drift seen from each frame

Inert markers embedded in the crystal are assumed to move with the lattice. Relative to the volume frame,

$$v_L-v^V=-(V_AJ_A+V_BJ_B)=V_AD_A\nabla c_A+V_BD_B\nabla c_B,$$

and (16) turns this into

$$v_L-v^V=V_A(D_A-D_B)\nabla c_A. \tag{19}$$

If A is the faster species, the lattice drifts up the gradient of A, towards the side from which A is leaving. If $D_A=D_B$, lattice and volume frame coincide. For another frame, add $v^V-v^a=(\varphi_A-a_A)u$.

In the example, (19) gives $10.88\times4\times10^{-9}\times(-0.838)=-3.65\times10^{-8}$ cm/s, or $-0.365$ nm/s. With $u=1.068$ nm/s, the mole frame sees

$$-0.3647+(0.8227-0.8000)\times1.068=-0.340\ \text{nm/s},$$

and the mass frame sees

$$-0.365+(0.8227-0.5102)\times1.068=-0.031\ \text{nm/s}.$$

One lattice motion thus has three values, one of them almost zero. An observer at the centre of mass would nearly miss the marker drift. The near-cancellation comes from these particular masses and diffusivities and is no general property.

### Which frame rests in the laboratory

A marker shift is measured from an end of the specimen, so the laboratory velocity of one frame must be known. Start from conservation, $\partial c_i/\partial t+\nabla\cdot(c_iv_i)=0$, multiply by $V_i$ and sum. At constant, uniform temperature and pressure, $\sum_iV_i\,\partial c_i/\partial t=0$ for the same reason as (16). Hence $\sum_iV_i\nabla\cdot(c_iv_i)=0$, and the product rule gives

$$\nabla\cdot v^V=\nabla\cdot\sum_iV_ic_iv_i=\sum_ic_iv_i\cdot\nabla V_i=\sum_iJ_i^V\cdot\nabla V_i .$$

The last step subtracts $v^V\cdot\sum_ic_i\nabla V_i$, which is zero. From $V_A=V_m+x_BV_m'$ and $V_B=V_m-x_AV_m'$,

$$\nabla V_A=x_BV_m''\nabla x_A,\qquad \nabla V_B=-x_AV_m''\nabla x_A .$$

The volume-frame fluxes satisfy $J_B^V=-(V_A/V_B)J_A^V$, because $V_AJ_A^V+V_BJ_B^V=0$. Thus

$$\nabla\cdot v^V=V_m''\left(x_B+x_A\frac{V_A}{V_B}\right)J_A^V\cdot\nabla x_A=\frac{V_m''V_m}{V_B}\,J_A^V\cdot\nabla x_A .$$

Finally $J_A^V=-c^2V_BD\nabla x_A$ and $cV_m=1$ give

$$\nabla\cdot v^V=-cD\,V_m''\,|\nabla x_A|^2. \tag{20}$$

In one dimension with one end held, the volume frame rests if $V_m''=0$. If $V_m''>0$, mixing contracts the material and the free end moves inwards.

These statements were tested on a model couple 2 mm long, with $x_A$ passing from 0.95 to 0.65 through a slightly smoothed step. It was annealed for 11 h with constant $D_A$ and $D_B$ and with $D$ from (18). The diffusion problem was solved numerically three times: in coordinates that follow the moles, in coordinates that follow the mass, and in laboratory coordinates with the volume-frame flux and $v^V$. On a grid of 240 cells the final mole fractions from the first two differ from the third by at most $1.3\times10^{-6}$ and $2.5\times10^{-5}$. These gaps lie within the grid error, which is about $4\times10^{-5}$ on this mesh and falls about fourfold when the cell size is halved. A fourth solution used $-M_AD\nabla c_A$ as the mass flux in the mass frame; it deviates by up to 0.043, on a total step of 0.30.

At the end of the anneal the largest laboratory speeds are 0.003 nm/s for the volume frame, 0.026 for the mole frame, 0.34 for the mass frame and 0.37 for the lattice. The free end moves at $-0.0034$ nm/s, by the divergence law and by the change of length alike. For this couple, treating the volume frame as fixed therefore causes an error of at most about one per cent of the largest marker speed. The remaining values are in the numerical output.

### What each derivation assumes

The first derivation needs two species and a relative velocity proportional to the composition gradient. It mentions no lattice and applies equally to a liquid or a gas. Its $D$ is defined, not calculated, and must come from measurement or from a theory of the motion. The second assumes a crystal, countable lattice fluxes, intrinsic laws with two coefficients and vacancies close to equilibrium. In return it gives the value (18) and the drift (19).

The proportionality of $N$ and $W$ is the meeting point. Since $J_A=c_A(v_A-v_L)$ and $J_B=c_B(v_B-v_L)$, $N=c_Ac_Bu$; and $W=c^2\nabla x_A$. Thus $N=-DW$ is the defining law of the first derivation in other variables. What the second adds is a reason for it and a formula for the coefficient.

The two also share limits. The equivalence of the mole and mass forms is kinematic in both. The volume form needs uniform temperature and pressure in both, through (9) in the first and through (16) in the second. A third species would bring a second independent gradient, and one scalar $D$ would in general no longer suffice.

### The real couple

The molar volumes used for Ti and W are rough but near the values of the metals. The intrinsic diffusivities are order-of-magnitude values with Ti as the faster species, and the excess volume is a choice, so the drift speeds are illustrative. The model couple also takes $D_A$ and $D_B$ as constant, which is doubtful for this alloy. The bcc solution tends to unmix at lower temperature. With the top of the miscibility gap put roughly at $T_c=1500$ K, a regular-solution estimate of the thermodynamic factor, $1-4x_Ax_BT_c/T$, gives 0.82, 0.40 and 0.15 at $x_A=0.95$, 0.80 and 0.65. For fixed atomic mobilities the intrinsic diffusivities would follow this factor and vary more than fivefold across the couple. The regular solution puts the top of the gap at $x_A=0.5$. If the top lies on the Ti-rich side instead, near one third W, a subregular model with the same $T_c$ gives about 0.71, 0.19 and 0.07, a variation of more than tenfold. That would reshape the profile and change the drift, but the conversions at each point would stand, since they allow $D$ to depend on composition.

Pores are the next concern, because they break $c_AV_A+c_BV_B=1$. If the drift speed falls as $t^{-1/2}$, as it does after a sharp initial step, its time integral is $2|v_L-v^V|t$, about 29 µm after 11 h; the smoothed step of the model couple gives about 24 µm. Were every vacancy behind this drift to end in a pore, the pore layer would reach at most about 0.18 of the diffusion length $\sqrt{4Dt}=165$ µm. This is an extreme case and no forecast, but it shows that the volume form may need correction where the pore fraction varies in space. A uniform pore fraction leaves the form of the law intact, provided the $\varphi_i$ are divided by their sum so that they again add to one. The $D$ in it is then that of the porous material, which can be lower because pores obstruct the flux.

Of the remaining effects, the vacancy content and thermal expansion are small for the rough inputs taken, but stress needs a closer look. A vacancy formation energy of 1.5 eV gives a vacancy fraction near $2\times10^{-5}$. A stress of 100 MPa varying over 300 µm, with compressibility 0.01 GPa⁻¹, accounts for only 0.3 % of $\nabla c_A$ through compression. Its direct push on the atoms is larger. Treat the stress as a pressure $p$. With vacancies near equilibrium, the force per mole that drives species $i$ through the lattice contains $V_i\nabla p$ beside the chemical part $RT\Phi\nabla x_i/x_i$, where $\Phi$ is the thermodynamic factor. For Ti at $x_A=0.80$ these have magnitudes of about 3.6 and 6.7 MJ/mol per metre, so the stress part is about half of the chemical part. This uses $\Phi=0.40$; with $\Phi$ near 0.19 the two parts would be about equal, and the share given next would double. In the difference of the forces on Ti and W the stress part is only about 1.5 %, because $V_A-V_B$ is about seven times smaller than $V_A$, while the chemical parts add up to five times the value for Ti. With unequal mobilities, however, $u$ does not depend on that difference alone. A stress gradient of this size would have to be included in the intrinsic laws. Creep at 1600 K may relax much of such a stress during the anneal, at a rate that depends on the mechanism and the grain size and was not estimated here. The figures hold for the full 100 MPa, and the stress part shrinks in proportion to the stress gradient that remains. A temperature gradient of 10 K/cm contributes about $3\times10^{-5}$ of $\nabla c_A$ through thermal expansion; thermal diffusion was not estimated.

## Values computed for the example and the checks

```
Temperature 1600 K; M_Ti, M_W [ 47.867 183.84 ] g/mol
Pure molar volumes Ti, W: 10.9, 9.7 cm3/mol (rough)
Excess volume coefficient: -0.5 cm3/mol (chosen)
Intrinsic D_Ti, D_W: 5.0e-09, 1.0e-09 cm2/s
Local x_Ti 0.8, gradient -10.0 1/cm
Partial volumes Ti, W: 10.8800, 9.3800 cm3/mol
Total concentration c: 0.094518 mol/cm3
Density rho: 7.0947 g/cm3
Gradient of c_Ti: -0.83798 mol/cm4
Relative velocity v_Ti - v_W: 1.0683 nm/s
mole frame: W fraction 0.20000
  J_Ti 1.6156e-09, J_W -1.6156e-09 mol/(cm2 s)
  D, proper gradient: 1.70926e-09 cm2/s
  apparent D from grad c_Ti: 1.92793e-09 cm2/s
  lattice velocity seen: -0.3405 nm/s
mass frame: W fraction 0.48984
  J_Ti 3.9568e-09, J_W -1.0302e-09 mol/(cm2 s)
  D, proper gradient: 1.70926e-09 cm2/s
  apparent D from grad c_Ti: 4.72187e-09 cm2/s
  lattice velocity seen: -0.0308 nm/s
volume frame: W fraction 0.17732
  J_Ti 1.4323e-09, J_W -1.6614e-09 mol/(cm2 s)
  D, proper gradient: 1.70926e-09 cm2/s
  apparent D from grad c_Ti: 1.70926e-09 cm2/s
  lattice velocity seen: -0.3647 nm/s
Volume frame, D from grad phi_Ti: 1.68137e-09 cm2/s
Couple: x_Ti 0.95 to 0.65, 11 h
Steepest gradient at end: 10.20 1/cm
Profile gap, mole vs lab solution: 1.3e-06
Profile gap, mass vs lab solution: 2.5e-05
Profile gap, wrong gradient: 0.0434
Largest speeds in the laboratory, left end at rest:
  volume frame: 0.00343 nm/s
  mole frame: 0.02598 nm/s
  mass frame: 0.33881 nm/s
  lattice frame: 0.37065 nm/s
Far-end velocity, divergence law: -0.00343 nm/s
Far-end velocity, length change: -0.00343 nm/s
Neglected effects (rough inputs):
  gap top 1500 K: thermodynamic factor at x_Ti 0.95, 0.8, 0.65:
  0.82, 0.40, 0.15
  pore thickness / sqrt(4Dt), upper bound: 0.18
  vacancy fraction at 1.5 eV: 1.9e-05
  stress 100 MPa over 300 um, compressibility 0.01 1/GPa:
  share of grad c_Ti 3.0e-03, of driving force 1.5e-02
  10 K/cm, expansion 3e-05 1/K: share of grad c_Ti 2.7e-05
```
